# What weak LYP correlation costs a simple metal in stabilized jellium, part 2

LYP gives a uniform electron gas at metallic density about half of its correlation energy. The task is to find which piece of BLYP (B88 exchange with LYP correlation) causes each error in a simple metal, here the low surface energy.

Hartree units are used; $n=3/(4\pi r_s^3)$, $k_F=(3\pi^2n)^{1/3}$, $s=|\nabla n|/(2k_Fn)$, $g=|\nabla n|^2$, and a prime means $d/dr_s$. PW92 is a fit to uniform-gas energies. LDA joins it to $e_x=-3k_F/4\pi$, and PBE reduces to this at zero gradient.

**Section 2.** $\Delta(r_s)=e_c^{\rm LYP}-e_c^{\rm PW92}$. At $r_s=2,4,6$ the LYP/PW92 ratios are 0.604, 0.510, 0.456 in value and 0.865, 0.773, 0.665 in slope; $\Delta'$ is −0.001365, −0.000962, −0.000826.

**Section 3.** Small-gradient corrections are $C\,g/n^{4/3}$, with $C=0.004235$ for PBE correlation, $-0.004235$ for PBE exchange and $-0.005292$ for B88. $C_{\rm LYP}$ is 18 and 16 % of the PBE correlation value at $r_s=2,4$. The net BLYP coefficient at $r_s=4$ is $-0.004619$. PBE correlation uses $t^2=g/(4k_s^2n^2)$, $k_s^2=4k_F/\pi$. Exchange is $n\,e_xF$, with
$$F_{\rm B88}=1+\frac{\beta_B\,y^2}{A\,(1+6\beta_B\,y\,{\rm arsinh}\,y)},$$
$y=2^{4/3}(3\pi^2)^{1/3}s$, $\beta_B=0.0042$, $A=\tfrac32(3/4\pi)^{1/3}$.

**Section 4.** In stabilized jellium, ions of valence $z$ have potential $-z/r$ outside $r_c$, zero inside. The energy per electron is
$$e(r_s)=e_J-\frac{0.9\,z^{2/3}}{r_s}+\frac{1.5\,r_c^2}{r_s^3},\qquad e_J=0.3k_F^2-\frac{3k_F}{4\pi}+e_c .$$
$\langle\delta v\rangle$ is the cell average of the ion potential minus the uniform-background potential. Fixing $r_c$ by $e'(r_{s0})=0$ with PW92 gives $\langle\delta v\rangle=\tfrac{r_s}{3}e_J'$. The surface examples are $r_{s0}=2$, $z=3$ and $r_{s0}=4$, $z=1$.

**Section 5.** Replacing PW92 by LYP shifts $r_s$ by $\eta=-\Delta'/e''$ to first order, an expansion of 0.15 to 1.19 %. The bulk modulus is $B=e''/(12\pi r_s)$.

**Section 6.** $E_{\rm coh}=E_{\rm atom}-e_{\rm min}$, for a one-electron atom with level $\varepsilon$ and Hartree self-energy $U$.

## 7. The surface problem

A slab has background $n_+=\bar n$ for $|z|<L/2$, where $z$ now denotes the coordinate. Dropping the terms proportional to the number of ions, the energy per area is
$$E=T_s+E_{xc}+\tfrac12\!\int(n-n_+)\phi\,dz+\langle\delta v\rangle\!\int_{\rm in}(n-\bar n)\,dz,$$
with $\phi_{zz}=-4\pi(n-n_+)$, $\phi$ being the potential energy of an electron. Plain jellium has $\langle\delta v\rangle=0$.

A subband $\varepsilon_j$ is filled to $k^2=2(\mu-\varepsilon_j)$, with $\mu$ now the Fermi level. It holds $2\pi k^2/(2\pi)^2=(\mu-\varepsilon_j)/\pi$ electrons per area, with in-plane kinetic energy $\tfrac1\pi\int_0^k\tfrac12q^3dq=(\mu-\varepsilon_j)^2/2\pi$. Hence $n=\sum_j(\mu-\varepsilon_j)|\psi_j|^2/\pi$ and
$$T_s=\sum_j\Big[\frac{(\mu-\varepsilon_j)\varepsilon_j}{\pi}+\frac{(\mu-\varepsilon_j)^2}{2\pi}\Big]-\int vn\,dz .$$
The surface energy is defined by $E=\bar nLe_J+2\sigma$, and $\sigma=\sigma_s+\sigma_{es}+\sigma_{xc}+\sigma_{ps}$ with $\sigma_{ps}=\langle\delta v\rangle Q$, where $Q<0$ is $\int_{\rm in}(n-\bar n)$ for one surface.

Two numerical points matter. On a grid of step $h$ the kinetic energy of a wave is $(1-\cos k_zh)/h^2=k_z^2/2-h^2k_z^4/24+\dots$, and over the Fermi sphere $\langle k_z^4\rangle=\tfrac37k_F^4\cdot\tfrac15$, so the subtracted bulk value is $0.3k_F^2-h^2k_F^4/280$. A new subband enters each time $L$ grows by $\lambda_F/2$, with $\lambda_F=2\pi/k_F$, so $\sigma$ is averaged over $L=(4+j/8)\lambda_F$, $j=0,\dots,3$. A finer grid with slabs from $6\lambda_F$ changes the LDA value at $r_s=4$ from 109.5 to 109.4 μHa/bohr² and leaves the BLYP−PBE gap at −61.1. The total surface energies carry a residual discretisation error of up to 0.2 μHa/bohr² at $r_s=4$ and 0.7 to 1.4 μHa/bohr² at $r_s=2$, so their last digit is not converged; the gaps between functionals on one density hold to 0.1.

An independent check follows from thickening the neutral slab by $dL$. At a stationary density the added electrons cost $\mu\bar n\,dL$. The added background changes the electrostatic energy by $-\phi_e\bar n\,dL$, and the wider region of integration adds $\langle\delta v\rangle(n_e-\bar n)\,dL$, where $e$ marks the edge. This equals $\bar ne_J\,dL+2\,d\sigma$, and $d\sigma/dL$ nearly averages out over a period:
$$\mu-\phi_e+\langle\delta v\rangle\Big(\frac{n_e}{\bar n}-1\Big)=e_J .$$
This is the Budd–Vannimenus relation extended to the stabilized case. It was tested to $10^{-3}k_F^2$ for each self-consistent series, on the average over the four thicknesses; a single slab carries the oscillating term $2\,d\sigma/dL$ and need not meet this bound. The largest printed mismatch is 0.00234 against 0.00240 Ha; for BLYP at $r_s=4$ it is −0.06171 against −0.06173 Ha.

Stabilization matters at high density. At $r_s=2$ plain jellium has $\sigma^{\rm LDA}=-553.6$ μHa/bohr², and ratios of such totals mean nothing. With $\sigma_{ps}=(-0.10106)(-0.01062)=1073$ and the relaxed profile, the value is $+631.7$. At $r_s=4$, $\sigma_{ps}=4.3$ and the two models nearly coincide.

## 8. The surface deficit, term by term

At fixed $\bar n$ and $\langle\delta v\rangle$, two functionals evaluated on one density share $\sigma_s$, $\sigma_{es}$ and $\sigma_{ps}$. On the LDA density, in μHa/bohr² (J plain, SJ stabilized):

| | J, 2 | SJ, 2 | J, 4 | SJ, 4 |
|---|---|---|---|---|
| exchange | −37.3 | −40.0 | −6.7 | −6.7 |
| local correlation | −32.5 | −27.4 | −7.5 | −7.4 |
| gradient correlation | −249.4 | −262.8 | −46.8 | −47.0 |
| BLYP−PBE | −319.2 | −330.2 | −61.0 | −61.1 |

It was tested in all four cases that the first two rows are negative and that the third exceeds their sum in size.

### Local correlation

Neutrality gives $\int_0^\infty n\,dz=\bar nL/2$, so the local surface term of either functional can be written
$$\int n\,[e_c(n)-e_c(\bar n)]\,dz=\int dz\;n(z)\int_{\bar r_s}^{r_s(z)}e_c'(r)\,dr .$$
A constant in $e_c$ has dropped out. Where $n<\bar n$ the inner integral runs to larger $r$, and the ratio of LYP to PW92 is a weighted mean of the slope ratios of Section 2, apart from the Friedel maxima, where $n>\bar n$ and the weight changes sign. For plain jellium the ratio is $171.4/203.9=0.84$ at $r_s=2$, between 0.865 and 0.773, and $17.6/25.1=0.70$ at $r_s=4$, between 0.773 and 0.665. The value ratios 0.604 and 0.510 play no part. This term, the direct effect of weak uniform-gas correlation, is 8 to 12 % of the deficit. The value of $e_c^{\rm PW92}$ also enters the PBE gradient term, through the limit at which that term saturates, and its effect there is counted under gradient correlation. That effect is not small: with $e_c^{\rm LYP}$ in place of $e_c^{\rm PW92}$ inside the PBE gradient term, the plain-jellium term falls by a further 17 % of the deficit at $r_s=2$ and 22 % at $r_s=4$, about twice the direct share.

### Exchange

The difference is $\int n\,e_x(F_{\rm B88}-F_{\rm PBE})\,dz$ with $e_x<0$. It was tested on a grid of $s$ from 0.05 to 6 that $F_{\rm B88}>F_{\rm PBE}$, which gives the negative sign. The small-gradient ratio $0.005292/0.004235=1.25$ would suggest a quarter of the PBE gradient correction, which at $r_s=2$ is $1565.9-1951.2=-385.3$, hence about −96. The computed −37.3 is 10 %. The enhancement factors show why the estimate fails: $F-1$ for B88 exceeds that for PBE by 11 % at $s=0.5$ (0.0570, 0.0514), 3 % at $s=1$ (0.1781, 0.1724), 11 % at $s=2$ and 32 % at $s=3$. The denominator of B88 damps its larger coefficient early, and the difference in $F$ was tested to stay below 0.01 for $s\le1.2$. Exchange outweighs local correlation at $r_s=2$ and falls below it at $r_s=4$, so the two have no fixed order.

### Gradient correlation

For plain jellium at $r_s=2$, PBE supplies $531.4-203.9=327.5$ and LYP supplies $\int C_{\rm LYP}\,g\,n^{-4/3}dz=78.1$; the difference is −249.4. At $r_s=4$ the figures are $79.8-25.1=54.7$ and 7.9. The ratios 0.24 and 0.14 are of the size of the coefficient ratios 0.18 and 0.16. Two effects pull them apart in opposite directions: the PBE term saturates at $-e_c^{\rm PW92}$ per electron for large $t$ while the LYP term stays linear in $g$, and $C_{\rm LYP}$ decays in the low-density tail. Their separate sizes were not computed. This term is 77 to 80 % of the deficit. Physically, at $r_s=4$ PBE correlation returns 54.7 of the $142.9-82.2=60.7$ that PBE exchange removes, while LYP returns 7.9 of the 67.4 that B88 removes.

### Self-consistency and calibration

Each functional is minimal at its own density, so relaxing from the LDA density lowers $\sigma$ by an amount quadratic in the change of density. With the GGA potential replaced by the LDA one in the far tail, the stabilized surface relaxes by −1.81 (PBE) and −4.34 (BLYP) at $r_s=2$, and by −0.22 and −1.46 at $r_s=4$; the sign was tested. The gap widens slightly, to $220.7-553.5=-332.8$ and $40.9-103.2=-62.3$.

If $r_c$ is refitted so that LYP is in equilibrium at $\bar n$, then $\langle\delta v\rangle=\tfrac{r_s}{3}e_J'$ changes by $\tfrac{r_s}{3}\Delta'$ and $\sigma$ by $\tfrac{r_s}{3}\Delta'Q$ to first order. At $r_s=4$ this is $\tfrac43(-0.000962)(-0.00196)=+2.5$, and at $r_s=2$ it is $+9.7$: 4 % and 3 % of the gap. These figures use the LDA value of $Q$; the self-consistent BLYP spill-out is 3 to 6 % smaller in size and lowers them in proportion.

The self-consistent stabilized values for LDA, PBE and BLYP are 0.98, 0.86 and 0.34 J/m² at $r_s=2$, and 0.170, 0.161 and 0.064 J/m² at $r_s=4$. LDA and PBE differ by 0.12 and 0.010 J/m², well under their distance from BLYP, so the deficit is large against either reference. Its division into terms does depend on the reference. Measured from LDA, for plain jellium at $r_s=4$ on the LDA density, exchange gives $75.5-142.9=-67.4$, local correlation −7.5 and gradient correlation +7.9 μHa/bohr². The deficit then sits in the gradient correction of B88 exchange, which the LYP gradient term is too small to offset. The shares in the table describe BLYP relative to PBE. The ratio BLYP/PBE is 0.40 at both densities; nothing derived here requires that equality.

## 9. Limits of the model

The bulk density is uniform, so gradient terms cannot move $r_s$. In a crystal the valence density overlaps the cores and is modulated by the lattice, and the negative net coefficient of Section 3 then acts on the lattice constant. Section 5 does not estimate that effect, and its 0.15 to 1.2 % is the uniform-gas share within this model, not a prediction of a BLYP lattice constant. The shift scales as $1/B$, and at $z=3$ the model is about twice as stiff as aluminium, so the same $\Delta'$ with the measured bulk modulus would give about 0.3 % there. The band-structure energy, second order in the pseudopotential, is absent from $e$, $e''$ and $E_{\rm coh}$, and the surface is flat, with no crystal face. The $\Delta$ and $\Delta'$ results hold for LYP joined to any exchange that recovers $e_x$ in the uniform gas. The atomic and surface exchange terms are specific to B88, and hybrids that mix LYP with a local correlation functional or with exact exchange need their own accounting.

## Table of computed values

```
LYP a,b,c,d = 0.04918,0.132,0.2533,0.349; C_F = 2.87123
rs->0: LYP ec = -0.06782 Ha; ln(rs) coefficient missing = 0.03109 Ha
rs[bohr]: ec PW92,VWN,PZ,LYP [Ha]; ratio; slope PW92,LYP [Ha/bohr]; C_LYP [au]
 2: -0.04476 -0.04478 -0.04509 -0.02702; 0.604; 0.010100 0.008735; 0.000751
 4: -0.03187 -0.03178 -0.03205 -0.01625; 0.510; 0.004232 0.003270; 0.000673
 6: -0.02543 -0.02535 -0.02550 -0.01161; 0.456; 0.002469 0.001643; 0.000439
C PBE corr = 0.004235, C PBE exch = -0.004235, C B88 = -0.005292 au
Fx PBE,B88: s=0.5: 1.0514,1.0570; s=1.0: 1.1724,1.1781; s=2.0: 1.4197,1.4665; s=3.0: 1.5714,1.7557
rs0=2 z=3: rc=1.0607 bohr, e=-0.72269 Ha, dv=-0.10106 Ha, e''=0.45849 Ha/bohr^2, B=178.91 GPa
  Delta=0.01774 Ha, Delta'=-0.001365 Ha/bohr, shift linear=0.00298, exact=0.00299 bohr
  LYP: rs=2.0030 bohr (+0.15 %), rise=0.01774 Ha=0.483 eV, relax gain=2.04e-06 Ha
rs0=4 z=1: rc=1.7622 bohr, e=-0.22956 Ha, dv=-0.00222 Ha, e''=0.03667 Ha/bohr^2, B=7.15 GPa
  Delta=0.01562 Ha, Delta'=-0.000962 Ha/bohr, shift linear=0.02623, exact=0.02679 bohr
  LYP: rs=4.0268 bohr (+0.67 %), rise=0.01560 Ha=0.425 eV, relax gain=1.28e-05 Ha
rs0=6 z=1: rc=2.9376 bohr, e=-0.16117 Ha, dv=0.00993 Ha, e''=0.01196 Ha/bohr^2, B=1.56 GPa
  Delta=0.01382 Ha, Delta'=-0.000826 Ha/bohr, shift linear=0.06909, exact=0.07145 bohr
  LYP: rs=6.0715 bohr (+1.19 %), rise=0.01379 Ha=0.375 eV, relax gain=2.91e-05 Ha
atom: eps=-0.19558, U=0.11703, Ex PBE=-0.11381, B88=-0.11559 Ha
  Ec PBE=-0.00667, |Ec LYP|=0.000000 Ha
cohesion: 1e-atom+PW92=0.03399, PBE=0.03054, BLYP=0.01982 Ha
  in eV: 0.925, 0.831, 0.539; BLYP/PBE=0.649
  BLYP-PBE=-0.01071: bulk corr=-0.01560, atom exch=-0.00178, atom corr=0.00667 Ha
slabs: h=lambdaF/96, L=(4+j/8) lambdaF, j=0..3, vacuum 18 bohr; sigma in uHa/bohr^2
rs=2 jellium: s=-3530.0 es=821.3 ps=0.0; BV lhs=0.00234 eJ=0.00240 Ha
  x: LDA 1951.2 PBE 1565.9 B88 1528.6; c: LDA 203.9 PBE 531.4 LYP 171.4+78.1
  total on LDA density: LDA -553.6 PBE -611.4 BLYP -930.7
  BLYP-PBE=-319.2: exch -37.3, local corr -32.5, grad corr -249.4 (78 %)
  in J/m^2: LDA -0.8619 PBE -0.9519 BLYP -1.4489
rs=2 stabilized: s=-2682.5 es=461.7 ps=1072.8; BV lhs=0.00243 eJ=0.00240 Ha
  x: LDA 1609.7 PBE 1179.0 B88 1139.0; c: LDA 170.0 PBE 524.3 LYP 142.6+91.5
  total on LDA density: LDA 631.7 PBE 555.3 BLYP 225.1
  BLYP-PBE=-330.2: exch -40.0, local corr -27.4, grad corr -262.8 (80 %)
  self-consistent PBE: 553.5 (relax -1.81); BV lhs=0.00240 eJ=0.00240 Ha
  self-consistent BLYP: 220.7 (relax -4.34); BV lhs=0.02012 eJ=0.02014 Ha
  spill=-0.01062 bohr^-2, dv recalibrated with LYP adds 9.7
  SCF in J/m^2: LDA 0.9834 PBE 0.8617 BLYP 0.3437; BLYP/PBE=0.399
rs=4 jellium: s=-89.7 es=26.8 ps=0.0; BV lhs=-0.07736 eJ=-0.07735 Ha
  x: LDA 142.9 PBE 82.2 B88 75.5; c: LDA 25.1 PBE 79.8 LYP 17.6+7.9
  total on LDA density: LDA 105.1 PBE 99.2 BLYP 38.2
  BLYP-PBE=-61.0: exch -6.7, local corr -7.5, grad corr -46.8 (77 %)
  in J/m^2: LDA 0.1637 PBE 0.1544 BLYP 0.0594
rs=4 stabilized: s=-86.6 es=26.2 ps=4.3; BV lhs=-0.07736 eJ=-0.07735 Ha
  x: LDA 140.8 PBE 79.8 B88 73.0; c: LDA 24.7 PBE 79.7 LYP 17.4+8.0
  total on LDA density: LDA 109.5 PBE 103.4 BLYP 42.3
  BLYP-PBE=-61.1: exch -6.7, local corr -7.4, grad corr -47.0 (77 %)
  self-consistent PBE: 103.2 (relax -0.22); BV lhs=-0.07736 eJ=-0.07735 Ha
  self-consistent BLYP: 40.9 (relax -1.46); BV lhs=-0.06171 eJ=-0.06173 Ha
  spill=-0.00196 bohr^-2, dv recalibrated with LYP adds 2.5
  SCF in J/m^2: LDA 0.1704 PBE 0.1607 BLYP 0.0636; BLYP/PBE=0.396
  check h=lambdaF/128, L from 6 lambdaF: LDA 109.4, BLYP-PBE -61.1
```
